# Image-charge lowering of a thin-film barrier between two metal electrodes, part 2

An electron of charge $q$ is at rest at $x=sd$ in a uniform film of thickness $d$ and absolute permittivity $\epsilon=\epsilon_r\epsilon_0$, between unbounded flat electrodes at $z=0$ and $z=d$. We want its image energy $U$, measured from that of the same charge in unbounded dielectric. SI units are used. For perfect metals at zero potential,

$$
U(x)=W\,f(s),\qquad W=\frac{q^2}{4\pi\epsilon d},\qquad s=\frac{x}{d}, \tag{1}
$$

$$
f(s)=-\frac12\left[\frac1{2s}+\sum_{n=1}^{\infty}\frac{s^2}{n(n^2-s^2)}\right]. \tag{7}
$$

The function $f$ is concave and symmetric about $s=\tfrac12$, where it has its maximum $f(\tfrac12)=-\ln2$. Its second derivative is

$$
f''(s)=-\frac12\left[\frac1{s^3}+\sum_{n=1}^{\infty}
\left(\frac1{(n-s)^3}+\frac1{(n+s)^3}\right)\right], \tag{16}
$$

so $f''(\tfrac12)=-7\zeta(3)\approx-8.414$, with $\zeta(3)=\sum_{n\ge1}n^{-3}$.

The energy is $U=\tfrac12q\phi_{\rm ind}$, where $\phi_{\rm ind}$ is the induced potential at the charge. The factor one half appears because the induced charge grows with the charge that produces it.

The potential can also be resolved into waves $e^{i\mathbf k\cdot\boldsymbol\rho}$ along the plates, where $\boldsymbol\rho$ is the position parallel to them, measured from the axis through the charge, with $\rho=|\boldsymbol\rho|$ and $k=|\mathbf k|$. In unbounded dielectric the component $g$ of the potential of the charge obeys

$$
\left(-\frac{d^2}{dz^2}+k^2\right)g=\frac q\epsilon\,\delta(z-x),\qquad
g=\frac{q}{2\epsilon k}e^{-k|z-x|}. \tag{20}
$$

An electrode answers an incoming component of unit amplitude at its surface with one of amplitude $R(k)$ that decays into the film; a perfect metal has $R=-1$. For equal electrodes and a charge at the midpoint, Proposition 1 states

$$
U=\frac{q^2}{4\pi\epsilon}\int_0^\infty\frac{R(k)e^{-kd}}{1-R(k)e^{-kd}}\,dk. \tag{21}
$$

In its proof, the induced component, in units of $q/(2\epsilon k)$, is $A(e^{-kz}+e^{-k(d-z)})$, with

$$
A=R\left(e^{-kd/2}+Ae^{-kd}\right),\qquad
A=\frac{Re^{-kd/2}}{1-Re^{-kd}}. \tag{22}
$$

### Proposition 2: the work of bringing in the plates

The factor one half can also be obtained from mechanical work. Take a vacuum gap, $\epsilon=\epsilon_0$, so that the force on a plate is purely electrical.

**Proposition 2.** With the charge at the midpoint, each plate is pulled towards it with the force

$$
F=\frac{q^2\ln2}{4\pi\epsilon_0d^2}. \tag{25}
$$

*Proof.* Adding the induced component for $R=-1$ to that of the charge gives the total component at the midpoint,

$$
\frac{q}{2\epsilon_0k}\left(1-\frac2{e^{kd}+1}\right)
=\frac{q}{2\epsilon_0k}\tanh\frac{kd}2. \tag{26}
$$

Between the left plate and the charge the component is proportional to $\sinh kz$, because it vanishes at $z=0$. Matching (26) at $z=d/2$ gives

$$
g(z)=\frac{q\sinh kz}{2\epsilon_0k\cosh(kd/2)}. \tag{27}
$$

The field at the plate is $-dg/dz$, and the normal from the metal into the gap points along $+z$. The surface charge component is therefore

$$
\sigma_k=-\epsilon_0\left.\frac{dg}{dz}\right|_{z=0}=-\frac{q}{2\cosh(kd/2)}. \tag{28}
$$

At $k=0$ this is the total charge of the plate, $-q/2$, so the two plates together carry $-q$. The electric tension on a conductor is $\sigma^2/(2\epsilon_0)$ per area. Parseval's theorem turns its integral over the plate into

$$
F=\frac1{2\epsilon_0}\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{q^2}{4\cosh^2(kd/2)}
=\frac{q^2}{4\pi\epsilon_0d^2}\int_0^\infty\frac{t\,dt}{\cosh^2t}, \tag{29}
$$

where $t=kd/2$ and $k\,dk=4t\,dt/d^2$. Integration by parts gives $\big[t\tanh t-\ln\cosh t\big]_0^\infty$. For large $t$, $\ln\cosh t\to t-\ln2$ and $t\tanh t\to t$, so the integral is $\ln2$. $\square$

If the gap changes by $dD$ while the charge stays midway, each plate moves by $dD/2$. The energy changes by $2F\,dD/2=F\,dD$. Since $U$ vanishes at infinite separation,

$$
U(d)=-\int_d^\infty\frac{q^2\ln2}{4\pi\epsilon_0D^2}\,dD
=-\frac{q^2\ln2}{4\pi\epsilon_0d}. \tag{30}
$$

Filling the gap with a uniform dielectric replaces $\epsilon_0$ by $\epsilon$ in the potential problem and leaves the pure number $f(\tfrac12)$ unchanged.

### A bias between the electrodes

Let $B_0$ be the height of the flat barrier without images, and let a voltage $V$ lower the electron energy linearly by $eV$ from left to right. The applied potential exists independently of the electron and enters without a factor one half. By superposition the barrier is

$$
B(s)=B_0-eVs+Wf(s). \tag{31}
$$

The image shift at the midpoint is still $-W\ln2$, but the top has moved to the point where $Wf'(s)=eV$. Near the midpoint $f'(s)\approx-7\zeta(3)(s-\tfrac12)$, so to leading order in the bias

$$
s_{\rm top}-\frac12\approx-\frac{eV}{7\zeta(3)W},\qquad
B_{\rm top}-B\!\left(\tfrac12\right)\approx\frac{(eV)^2}{14\zeta(3)W}. \tag{32}
$$

The second expression is half the product of the slope $eV$ and the displacement, as for any parabola. The statement that the barrier top falls by $W\ln2$ therefore belongs to the symmetric barrier without bias.

### Metals with a finite screening length

A real metal screens a static charge over a short distance $L$. In the linear Thomas–Fermi model, with background permittivity $\epsilon_0$, the potential in the metal obeys $\nabla^2\phi=\phi/L^2$. A component with wavenumber $k$ then decays into the metal at the rate $\kappa=\sqrt{k^2+1/L^2}$.

At the left surface, take the potential in the film as $e^{kz}+Re^{-kz}$ and in the metal as $Te^{\kappa z}$. Continuity of the potential and of the normal displacement requires

$$
1+R=T,\qquad \epsilon_rk(1-R)=\kappa T. \tag{33}
$$

Eliminating $T$ gives

$$
R(k)=\frac{\epsilon_rk-\kappa}{\epsilon_rk+\kappa}, \tag{34}
$$

which tends to $-1$ as $L\to0$. For small $kL$, $\kappa\approx1/L$ and $R\approx-(1-\epsilon_rkL)/(1+\epsilon_rkL)\approx-e^{-2\epsilon_rkL}$. In (21) this factor combines with $e^{-kd}$, and the gap is replaced by a wider one:

$$
U\approx-\frac{q^2\ln2}{4\pi\epsilon\,d_{\rm eff}},\qquad d_{\rm eff}=d+2\epsilon_rL. \tag{35}
$$

The integral draws mainly on $k$ of order $1/d$, so (35) requires $\epsilon_rL\ll d$. In this model the screening charge lies inside the metal rather than on its surface, which weakens the attraction. The sign of the correction belongs to the model, which confines the electrons behind a sharp edge. At a real surface they spill out: for a jellium surface of aluminium density facing vacuum, density-functional theory places the centroid of the induced charge about 0.08 nm outside the edge of the positive background, which would narrow the effective gap instead. For a metal–oxide contact the sign depends on the interface and on where the film is taken to begin.

### Worked example: a 3 nm alumina tunnel diode

Consider a metal–insulator–metal diode with an amorphous alumina film grown by atomic layer deposition. The inputs are rough typical values: $d=3.0$ nm, optical relative permittivity $3.0$, flat barrier $B_0=2.50$ eV, effective mass $m=0.40$ electron masses, and temperature 300 K. The optical permittivity describes the electrons of the film with its ions held fixed. With $q^2/(4\pi\epsilon_0)=1.440$ eV nm,

$$
W=\frac{1.440\ \text{eV nm}}{3.0\times3.0\ \text{nm}}=0.160\ \text{eV},\qquad
W\ln2=0.111\ \text{eV}. \tag{36}
$$

The lowering is 0.0041 hartree, and the barrier top without bias is at $2.50-0.11=2.39$ eV. One extra deposition cycle, taken as 0.10 nm of growth, reduces the lowering by 0.004 eV with all else fixed.

**Screening.** For $L=0.05$ nm, numerical integration of (21) with (34) gives a lowering of 0.101 eV, about 9% less than for perfect metals. The effective gap is $3.0+2\times3.0\times0.05=3.3$ nm, and (35) gives the same 0.101 eV.

**Ionic response.** If the ions follow the electron fully, the static relative permittivity, roughly 8, applies. The lowering is then $1.440\times0.693/(8.0\times3.0)=0.042$ eV. This value refers to an electron already dressed by the ionic polarization of the bulk. An estimate of the time available is the traversal time under the flat barrier,

$$
\tau=d\sqrt{\frac{m}{2B_0}}=2.0\ \text{fs}. \tag{37}
$$

For a phonon energy of roughly 0.10 eV, the phonon angular frequency times $\tau$ is 0.31. The ions have little time to move, which favours the optical value, but the product is not small enough to exclude a partial response. The difference between the two limits, 0.07 eV, is the largest uncertainty in the midpoint lowering among the effects estimated here.

The metals are faster. At a single interface the permittivity $1-\omega_p^2/\omega^2$ of a free-electron metal equals $-\epsilon_r$ at $\omega=\omega_p/\sqrt{1+\epsilon_r}$, the frequency of the interface plasmon. For a plasmon energy $\hbar\omega_p$ of roughly 15 eV this corresponds to 7.5 eV, and $\omega\tau$ is 23. In a thin gap the plasmons of the two interfaces couple; at $kd=1$ their energies are 5.5 and 9.7 eV, so $\omega\tau$ is still 17 or more at the wavenumbers that matter most at the midpoint. On this estimate the metallic charge follows the electron closely in the middle of the film. It does not do so near the plates: in a time $1/\omega$ the electron moves $d/23\approx0.13$ nm, and the static image energy is not reliable closer to a plate than that.

**Bias.** At 0.30 V the mean field is 1.0 MV/cm, one eighth of a rough breakdown field of 8 MV/cm. The midpoint of the barrier is at $2.50-0.15-0.11=2.24$ eV. Numerical maximization of (31) puts the top at 2.27 eV, 0.98 nm from the left plate. The displacement from the midpoint is 0.52 nm, while (32) predicts

$$
\frac{0.30}{8.414\times0.160}\times3.0\ \text{nm}=0.67\ \text{nm}. \tag{38}
$$

The parabola overestimates the displacement because the barrier steepens faster away from its centre: by (16), $-f''$ is a sum of convex terms symmetric about $s=\tfrac12$, so it is smallest there.

**Tunnelling.** The lowering of the top is not the whole effect on the current. In the WKB approximation, an electron at the Fermi level crosses the unbiased barrier with a probability governed by $e^{-G}$, where

$$
G=\frac2\hbar\int\sqrt{2mB(x)}\,dx \tag{39}
$$

and the integral covers the region with $B>0$. The flat barrier gives $G=30.7$. Lowering it everywhere by 0.111 eV gives 30.05, and the full image barrier, integrated numerically, gives 27.8. The images thus raise $e^{-G}$ by a factor of about 19 in this model, mostly because the barrier falls more steeply towards the plates than the midpoint value suggests.

That factor needs caution. The image barrier reaches the Fermi level 0.05 nm from each plate, which is less than an atomic spacing. There neither a sharp metal surface nor a uniform permittivity is justified, and the screening length is as large as the distance itself. The argument of Proposition 1, repeated for a charge at any $x$, gives $U(x)=\frac{q^2}{8\pi\epsilon}\int_0^\infty\frac{Re^{-2kx}+Re^{-2k(d-x)}+2R^2e^{-2kd}}{1-R^2e^{-2kd}}\,dk$. With the screened reflection (34) and $L=0.05$ nm this yields $G=30.2$, a factor of only 1.7, partly because $R$ turns positive at large $k$ and the image energy becomes repulsive very close to the plates. Keeping perfect metals but holding the image energy constant within 0.13 nm of each plate gives a factor of about 6. The factor thus ranges over an order of magnitude with the treatment of the interfaces. The midpoint energy is far less exposed to this failure, because it lies 1.5 nm from both surfaces.

Thermal passage over the top has the exponent $2.389/0.02585=92.4$, much larger than 27.8. At 300 K the exponents therefore favour tunnelling, and the midpoint lowering by itself does not set the current. Where passage over a symmetric barrier does control the current, the same lowering would multiply the Boltzmann factor by $e^{0.1109/0.02585}\approx73$, with temperature, prefactor and the optical permittivity held fixed. For this film and mass that condition is not met at 300 K even with a much lower barrier. The top has the curvature $m\Omega^2=7\zeta(3)W/d^2$, independent of $B_0$, so $\hbar\Omega=0.169$ eV. Just below the top $G$ grows by $2\pi/\hbar\Omega=37$ per eV, more slowly than the Boltzmann exponent falls, $1/k_BT=39$ per eV, so tunnelling below the top is favoured below about 312 K; even for $B_0=0.3$ eV only about 1% of the current passes above it. Passage over the top needs a higher temperature, a heavier mass or a thicker film. An electron just above the top moves more slowly than (37) assumes, which gives the ions more time to respond, so the lowering and this factor can then be smaller.

### The model beside a real diode

Alumina films a few nanometres thick are used in tunnel diodes, and the inputs above are of typical size, although the barrier and the effective mass depend on the electrodes and on the film. A real film is not perfectly flat, may contain trapped charge, and may have interface layers of other composition. Different metals on the two sides also produce a built-in field, which displaces the top in the same way as a bias. For the numbers used here, Thomas–Fermi screening reduces the lowering from 0.111 to 0.101 eV (an image plane 0.08 nm outside each metal edge would instead raise it to 0.117 eV), a thickness error of one cycle changes it by 0.004 eV, and complete ionic relaxation would reduce it to 0.042 eV. Trapped charge and interface layers were not estimated. The value 0.11 eV is therefore the result for perfect metals and fixed ions, not a measured property of such a diode.

The assumption of unbounded plates is mild for electrodes much wider than the film. Away from the charge the potential is a sum of terms proportional to $\sin(m\pi z/d)$ with $m=1,2,\dots$, since it vanishes on both plates. Laplace's equation makes each term decay along the film essentially as $e^{-m\pi\rho/d}$. The slowest decay length is $d/\pi$, about 1 nm here, so an edge many nanometres away has little influence on the electron.

Numbers in the example were calculated in double precision.
